# Why Squaring the Central First Difference Gives a Faulty Kinetic Operator: a program that tests the result

```python
"""
Result under test: the central first difference D, applied twice, is accurate on
smooth functions but is not a sound kinetic operator. The symbol of -D^2 is
sin^2(k h)/h^2, zero at k h = pi; sublattices decouple and low levels are doubled.
Symbols: h grid spacing, n number of points on a periodic ring, k wave number,
wide = D D, compact = three-point second difference, T = -(1/2) Laplacian.
Hartree atomic units (energy hartree, length bohr).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components


def ring(n, weights):
    """Periodic matrix with the given weight at each neighbour offset."""
    a = np.zeros((n, n))
    for j in range(n):
        for offset, w in weights.items():
            a[j, (j + offset) % n] += w
    return a


def first_difference(n, h):
    return ring(n, {1: 0.5 / h, -1: -0.5 / h})


def wide(n, h):
    d = first_difference(n, h)
    return d @ d


def compact(n, h):
    return ring(n, {-1: 1 / h**2, 0: -2 / h**2, 1: 1 / h**2})


def fourth_squared(n, h):
    d = ring(n, {1: 8 / (12 * h), -1: -8 / (12 * h),
                 2: -1 / (12 * h), -2: 1 / (12 * h)})
    return d @ d


BOX = 16.0


def grid(h):
    n = int(round(BOX / h))
    return n, -BOX / 2 + h * np.arange(n)


def well_levels(laplacian, h):
    n, x = grid(h)
    return np.linalg.eigvalsh(-0.5 * laplacian(n, h) + np.diag(0.5 * x**2))


# Accuracy on a smooth function, against exact derivatives
xs = sp.symbols("x")
f_sym = sp.exp(-xs**2 / 2)
x0, h0 = 0.3, 0.1
f2 = float(sp.diff(f_sym, xs, 2).subs(xs, x0))
f4 = float(sp.diff(f_sym, xs, 4).subs(xs, x0))


def gauss(x):
    return np.exp(-x**2 / 2)


def slope(x):
    return (gauss(x + h0) - gauss(x - h0)) / (2 * h0)


err_wide = (slope(x0 + h0) - slope(x0 - h0)) / (2 * h0) - f2
err_compact = (gauss(x0 + h0) - 2 * gauss(x0) + gauss(x0 - h0)) / h0**2 - f2
assert abs(err_wide / (h0**2 * f4 / 3) - 1) < 0.02
assert abs(err_compact / (h0**2 * f4 / 12) - 1) < 0.02
print(f"Smooth test exp(-x^2/2), x = {x0} bohr, h = {h0} bohr")
print(f"  error of second derivative, wide: {err_wide:.6f} bohr^-2")
print(f"  error of second derivative, compact: {err_compact:.6f} bohr^-2")

# Symbols from the action of the matrices on plane waves
h = 0.2
n, x = grid(h)
W, C = wide(n, h), compact(n, h)
print(f"Box {BOX} bohr, h = {h} bohr, n = {n}; kinetic energies in hartree")
for m in range(n // 2 + 1):
    theta = 2 * np.pi * m / n
    wave = np.exp(1j * theta * np.arange(n))
    tw = np.vdot(wave, -0.5 * W @ wave).real / n
    tc = np.vdot(wave, -0.5 * C @ wave).real / n
    assert np.allclose(-0.5 * W @ wave, np.sin(theta)**2 / (2 * h**2) * wave,
                       atol=1e-9)
    assert np.allclose(-0.5 * C @ wave, 2 * np.sin(theta / 2)**2 / h**2 * wave,
                       atol=1e-9)
    if m in (n // 8, n // 4, 3 * n // 8, n // 2):
        exact = (theta / h)**2 / 2
        print(f"  kh/pi = {theta/np.pi:.2f}: wide {abs(tw):.4f}, "
              f"compact {tc:.4f}, exact {exact:.4f}")
assert np.allclose(W, C + h**2 / 4 * C @ C, atol=1e-9)
forward = ring(n, {0: -1 / h, 1: 1 / h})
backward = ring(n, {0: 1 / h, -1: -1 / h})
assert np.allclose(forward @ backward, C, atol=1e-9)

# Smooth packet and its alternating copy
sign = (-1.0)**np.arange(n)
phi = gauss(x)
phi /= np.linalg.norm(phi)
k = 2 * np.pi * np.fft.fftfreq(n, d=h)


def energies(v):
    spectral = np.sum(np.abs(np.fft.fft(v))**2 * k**2 / 2) / n
    return -0.5 * v @ W @ v, -0.5 * v @ C @ v, spectral


smooth, alternating = energies(phi), energies(sign * phi)
assert abs(smooth[0] - alternating[0]) < 1e-9
assert abs(alternating[1] - (2 / h**2 - smooth[1])) < 1e-9
assert abs(smooth[2] - 0.25) < 1e-9 and alternating[2] > 100
print("Kinetic energy (hartree): wide, compact, Fourier interpolation")
print("  Gaussian:         " + ", ".join(f"{e:.4f}" for e in smooth))
print("  alternating copy: " + ", ".join(f"{e:.4f}" for e in alternating))

# Harmonic well: exact decoupling and doubled levels
H = -0.5 * W + np.diag(0.5 * x**2)
assert np.all(H[0::2, 1::2] == 0)
parts = [np.linalg.eigvalsh(-0.5 * compact(n // 2, 2 * h)
                            + np.diag(0.5 * x[s::2]**2)) for s in (0, 1)]
lev_w, lev_c = well_levels(wide, h), well_levels(compact, h)
lev_4 = well_levels(fourth_squared, h)
assert np.allclose(np.sort(np.concatenate(parts)), lev_w, atol=1e-9)
assert np.allclose(lev_w[0:6:2], lev_w[1:6:2], atol=1e-9)
assert np.allclose(lev_c[:6], np.arange(6) + 0.5, atol=0.1)
print(f"Harmonic well, lowest six levels at h = {h} bohr (hartree)")
for name, lev in (("wide", lev_w), ("compact", lev_c),
                  ("fourth-order squared", lev_4)):
    print(f"  {name}: " + ", ".join(f"{e:.4f}" for e in lev[:6]))

splits = []
for hc in (0.8, 0.4):
    e = well_levels(wide, hc)
    splits.append(e[1] - e[0])
    print(f"  wide, splitting of lowest pair at h = {hc} bohr: "
          f"{splits[-1]:.3e} hartree")
assert splits[0] > 1e-3 and splits[1] < 1e-2 * splits[0]

# Fourth-order stencil: extrapolated levels against two merged ladders
a, b = (well_levels(fourth_squared, s)[:5] for s in (0.1, 0.05))
extrapolated = (4 * b - a) / 3
ladder = np.arange(6) + 0.5
merged = np.sort(np.concatenate([ladder, 5 / 3 * ladder]))[:5]
assert np.allclose(extrapolated, merged, atol=1e-3)
print("  fourth-order squared, extrapolated to h = 0: "
      + ", ".join(f"{e:.4f}" for e in extrapolated))
rng = np.random.default_rng(1)
weights = {}
for m in range(1, 5):
    c = rng.normal()
    weights[m], weights[-m] = c, -c
assert np.allclose(ring(n, weights) @ sign, 0, atol=1e-12)

# Four spinless fermions
exact_total = sum(m + 0.5 for m in range(4))
print(f"Four spinless fermions, exact total {exact_total:.4f} hartree")
for hf in (0.4, 0.2, 0.1):
    ew, ec = well_levels(wide, hf), well_levels(compact, hf)
    total_w, total_c = ew[:4].sum(), ec[:4].sum()
    print(f"  h = {hf} bohr: wide {total_w:.5f}, compact {total_c:.5f} hartree")
assert abs((total_w - 4) / hf**2 + 1.5) < 0.02
assert abs((total_c - 8) / hf**2 + 1.375) < 0.02
assert abs((ew[0] - 0.5) / hf**2 + 1 / 8) < 1e-3
assert abs((ec[0] - 0.5) / hf**2 + 1 / 32) < 1e-3
ev = physical_constants["Hartree energy in eV"][0]
deficit = exact_total - total_w
print(f"  wide total too low at h = {hf} bohr by {deficit:.5f} hartree"
      f" = {deficit*ev:.2f} eV")

# Free particle on an odd ring
n_odd = n + 1
free = np.linalg.eigvalsh(-0.5 * wide(n_odd, h))
true_first = (2 * np.pi / (n_odd * h))**2 / 2
assert abs(free[1] - np.sin(np.pi / n_odd)**2 / (2 * h**2)) < 1e-10
assert abs(free[1] / true_first - 0.25) < 0.002
print(f"Odd free ring, n = {n_odd}, h = {h} bohr (hartree)")
print("  wide, lowest five: " + ", ".join(f"{abs(e):.5f}" for e in free[:5]))
print(f"  exact first excitation {true_first:.5f}, "
      f"ratio spurious/exact {free[1]/true_first:.4f}")


# Sublattices and zero modes in one, two and three dimensions
def pieces(matrix):
    return connected_components(csr_matrix(np.abs(matrix) > 1e-12),
                                directed=False)[0]


def extend(one_d, dim):
    size = len(one_d)
    total = np.zeros((size**dim, size**dim))
    for axis in range(dim):
        total += np.kron(np.kron(np.eye(size**axis), one_d),
                         np.eye(size**(dim - axis - 1)))
    return total


assert pieces(wide(n_odd, h)) == 1
assert pieces(fourth_squared(n, h)) == 1
side = 6
print(f"Free periodic grids, {side} points per side")
for dim in (1, 2, 3):
    mw, mc = extend(wide(side, 1.0), dim), extend(compact(side, 1.0), dim)
    zero_w = int(np.sum(np.abs(np.linalg.eigvalsh(mw)) < 1e-9))
    zero_c = int(np.sum(np.abs(np.linalg.eigvalsh(mc)) < 1e-9))
    count = pieces(mw)
    assert count == zero_w == 2**dim
    assert zero_c == pieces(mc) == 1
    if dim == 2:
        alt = (-1.0)**np.arange(side)
        flat = np.ones(side)
        for u, v in ((flat, flat), (alt, flat), (flat, alt), (alt, alt)):
            assert np.allclose(mw @ np.kron(u, v), 0, atol=1e-12)
    print(f"  dimension {dim}: wide sublattices {count}, "
          f"wide zero modes {zero_w}, compact zero modes {zero_c}")

print("done: every assertion held")
```

Output:

```
Smooth test exp(-x^2/2), x = 0.3 bohr, h = 0.1 bohr
  error of second derivative, wide: 0.007818 bohr^-2
  error of second derivative, compact: 0.001963 bohr^-2
Box 16.0 bohr, h = 0.2 bohr, n = 80; kinetic energies in hartree
  kh/pi = 0.25: wide 6.2500, compact 7.3223, exact 7.7106
  kh/pi = 0.50: wide 12.5000, compact 25.0000, exact 30.8425
  kh/pi = 0.75: wide 6.2500, compact 42.6777, exact 69.3957
  kh/pi = 1.00: wide 0.0000, compact 50.0000, exact 123.3701
Kinetic energy (hartree): wide, compact, Fourier interpolation
  Gaussian:         0.2451, 0.2488, 0.2500
  alternating copy: 0.2451, 49.7512, 114.9892
Harmonic well, lowest six levels at h = 0.2 bohr (hartree)
  wide: 0.4949, 0.4949, 1.4745, 1.4745, 2.4331, 2.4331
  compact: 0.4987, 1.4937, 2.4836, 3.4685, 4.4481, 5.4226
  fourth-order squared: 0.4999, 0.8253, 1.4993, 2.4594, 2.4976, 3.4939
  wide, splitting of lowest pair at h = 0.8 bohr: 1.683e-01 hartree
  wide, splitting of lowest pair at h = 0.4 bohr: 3.896e-05 hartree
  fourth-order squared, extrapolated to h = 0: 0.5000, 0.8333, 1.5000, 2.5000, 2.5000
Four spinless fermions, exact total 8.0000 hartree
  h = 0.4 bohr: wide 3.73958, compact 7.77254 hartree
  h = 0.2 bohr: wide 3.93895, compact 7.94457 hartree
  h = 0.1 bohr: wide 3.98494, compact 7.98622 hartree
  wide total too low at h = 0.1 bohr by 4.01506 hartree = 109.26 eV
Odd free ring, n = 81, h = 0.2 bohr (hartree)
  wide, lowest five: 0.00000, 0.01879, 0.01879, 0.07506, 0.07506
  exact first excitation 0.07521, ratio spurious/exact 0.2499
Free periodic grids, 6 points per side
  dimension 1: wide sublattices 2, wide zero modes 2, compact zero modes 1
  dimension 2: wide sublattices 4, wide zero modes 4, compact zero modes 1
  dimension 3: wide sublattices 8, wide zero modes 8, compact zero modes 1
done: every assertion held
```
